# Bend frequencies along a reaction path depend on the dividing surface

**Q.** For variational transition-state theory I need the frequencies transverse to the minimum-energy path. I regard them as properties of the potential, as at a saddle point. Cartesian or internal coordinates should be a matter of convenience.

**A.** At the saddle point the potential and the masses fix them, whatever the coordinates, and the reason shows where this stops holding. Let $x$ be the Cartesian coordinates and $q_i(x)$ internal coordinates, with $V=V(q(x))$, $g_i=\partial V/\partial q_i$, $(F_q)_{ij}=\partial^2V/\partial q_i\partial q_j$ and $B_{ia}=\partial q_i/\partial x_a$. The chain rule gives $\partial V/\partial x_a=\sum_i g_iB_{ia}$, and a second derivative acts on both factors:

$$H_{ab}=\sum_{ij}B_{ia}(F_q)_{ij}B_{jb}+\sum_i g_i\,\frac{\partial^2q_i}{\partial x_a\partial x_b}.$$

The first term is the transformation law of a tensor. The second is not, and it vanishes when $g=0$ or when the coordinates are linearly related. On the path away from the saddle $g\neq0$, and a bond length is not linear in $x$.

**Q.** The gradient points along the path, and that direction is projected out. Its effect should go with it.

**A.** The projector removes a direction of displacement. The extra term is $g_i$ times a matrix that acts on the directions that remain. Take a collinear A–B–C on the $z$ axis with masses $m_A,m_B,m_C$, bond lengths $r_1=AB$, $r_2=BC$, and bend angle $\phi$, zero when linear. $V$ is invariant under translation and rotation, so it is even in $\phi$. Write $g_1,g_2$ for $\partial V/\partial r_1,\partial V/\partial r_2$ and $F=\partial^2V/\partial\phi^2$ at fixed $r_1,r_2$. I use hartree atomic units, except that masses are in u, so mass-weighted lengths are in u$^{1/2}$ bohr and $\omega^2$ is in $E_h$/(u bohr$^2$).

The projected Cartesian scheme takes $M^{-1/2}HM^{-1/2}$, with $M$ the diagonal mass matrix, and projects out three translations, two rotations and the gradient. Reflection $y\to-y$ decouples the displacements $y_A,y_B,y_C$ from all others. Among them are one translation and one rotation, so one vector is left. To first order

$$\phi=\frac{y_B-y_A}{r_1}+\frac{y_B-y_C}{r_2}=b\cdot y,\qquad b=\Big(-\frac1{r_1},\ \frac1{r_1}+\frac1{r_2},\ -\frac1{r_2}\Big).$$

Define $G=\sum_i b_i^2/m_i$ and $\eta_i=b_i/(m_i\sqrt G)$. Then $\sum_i m_i\eta_i\propto\sum_i b_i=0$, so $\eta$ contains no translation. With $z=(0,r_1,r_1+r_2)$, $\sum_i m_i\eta_iz_i\propto(1+r_1/r_2)-(r_1+r_2)/r_2=0$, so it contains no rotation. Also $\sum_i m_i\eta_i^2=1$. The bend is therefore $y=\eta Q$ with $Q$ a mass-weighted length, and $\phi=b\cdot\eta\,Q=\sqrt G\,Q$. The two bonds tilt by $\alpha_1\phi$ and $\alpha_2\phi$, where

$$\alpha_1=\frac{\eta_B-\eta_A}{r_1\sqrt G}=\frac1G\Big[\frac1{m_Ar_1^2}+\frac1{m_Br_1}\Big(\frac1{r_1}+\frac1{r_2}\Big)\Big],\qquad\alpha_2=\frac{\eta_B-\eta_C}{r_2\sqrt G},$$

and $\alpha_1+\alpha_2=1$ because the tilts add up to $\phi$.

A Cartesian Hessian is a second derivative along a straight line, on which the $z_i$ stay fixed. The AB distance becomes $\sqrt{r_1^2+(r_1\alpha_1\phi)^2}$, so $\delta r_1=r_1\alpha_1^2\phi^2/2$, and likewise $\delta r_2=r_2\alpha_2^2\phi^2/2$. These are second order in $Q$ and multiply a first derivative:

$$V=V_0+\tfrac12F\phi^2+g_1\delta r_1+g_2\delta r_2+O(Q^4).$$

Putting $\phi^2=GQ^2$ and taking $d^2V/dQ^2$,

$$\omega^2_{\rm cart}=G\,[F+g_1r_1\alpha_1^2+g_2r_2\alpha_2^2].$$

**Q.** And in valence coordinates?

**A.** Take $q=(r_1,r_2,\phi_x,\phi_y)$, the Wilson matrix $G_q=BM^{-1}B^T$ and $A=M^{-1}B^TG_q^{-1}$, for which $BA=1$. Multiplying the chain-rule formula by $A^T$ and $A$ gives $F_q=A^T(H-\sum_ig_iB'_i)A$, with $B'_i$ the second-derivative matrix of $q_i$; the bends do not enter the sum because their gradient is zero. The squared frequencies are the eigenvalues of $G_qP^TF_qP$ with $P=1-G_qgg^T/(g^TG_qg)$, which annihilates the path direction $G_qg$. At a linear geometry the rows of $B$ for bends involve transverse displacements and those for bonds involve $z$, so $G_q$ splits into the bend element $G$, twice, and

$$G_2=\begin{pmatrix}m_A^{-1}+m_B^{-1}&-m_B^{-1}\\-m_B^{-1}&m_B^{-1}+m_C^{-1}\end{pmatrix}.$$

Since $g$ has no bend component, $P$ leaves the bend alone, and

$$\omega^2_{\rm val}=GF.$$

The stretch is another matter. For displacements along $z$, $r_1=z_B-z_A$ and $r_2=z_C-z_B$ are linear, the $zz$ block of $B'_i$ is zero, and both schemes give $\omega_s^2=v^TF_2v$, with $F_2$ the Hessian in $(r_1,r_2)$ and $v$ fixed by $g\cdot v=0$, $v^TG_2^{-1}v=1$. These closed forms were tested against numerically built $9\times9$ projected Hessians and $4\times4$ $GF$ matrices of the model given below, for several masses and geometries.

**Q.** Then the Cartesian result is contaminated, perhaps by rotation, and the curvilinear one is the true frequency.

**A.** Rotation does behave differently there. Invariance under rotation about $x$ means $\sum_i(z_i\,\partial V/\partial y_i-y_i\,\partial V/\partial z_i)=0$ at every geometry. Differentiate with respect to $y_j$ and set $y=0$: $\sum_iH_{y_jy_i}z_i=\partial V/\partial z_j$. A rotation is thus not a null vector of $H$. Measure $z$ from the centre of mass; the normalized rotation is $z/\sqrt I$ with $I=\sum_im_iz_i^2$. With $\nabla_zV=(-g_1,\,g_1-g_2,\,g_2)$ its coupling to the bend is

$$\frac{\eta\cdot\nabla_zV}{\sqrt I}=\sqrt{G/I}\,(g_1r_1\alpha_1-g_2r_2\alpha_2).$$

The projector discards this element, so it is not contained in $\omega^2_{\rm cart}$, which came from the diagonal element alone.

The second half of your sentence fails because "curvilinear" names no single choice. Use Jacobi coordinates: $r_2$, the distance $R$ from A to the centre of mass of BC, and the angle $\gamma$ between them. That centre lies at $cr_2$ from B, with $c=m_C/(m_B+m_C)$, so $R=r_1+cr_2$ when linear. Bend at fixed $R$ and $r_2$. The cosine rule gives $AB^2=R^2+c^2r_2^2-2Rcr_2\cos\gamma=r_1^2+Rcr_2\gamma^2+O(\gamma^4)$, hence $\delta r_1=Rcr_2\gamma^2/(2r_1)$ and $\delta r_2=0$. The angle between the vector from A to B and the BC axis obeys $\tan\phi=R\sin\gamma/(R\cos\gamma-cr_2)$, so $\phi=\gamma R/r_1$ to first order, and $\delta r_1=r_1(cr_2/R)\,\phi^2/2$. The same expansion of $V$, with $\phi=\sqrt GQ$, gives

$$\omega^2_{\rm Jac}=G\,[F+g_1r_1\,cr_2/R].$$

The stretch is again unchanged, since $R$ is linear in $r_1,r_2$ for collinear motion. All three bend formulas reduce to $GF$ at $g=0$.

**Q.** Three values for one vibration at one point. At most one can mean anything.

**A.** Each means something definite about a different object. First the path. Steepest descent in mass-weighted coordinates moves $x$ along $M^{-1}\nabla V=M^{-1}B^Tg$, so $r=(r_1,r_2)$ moves along $G_2g$. With $s$ the mass-weighted arc length, negative on the A + BC side, the tangent is $t=dr/ds=\pm G_2g/\sqrt{g^TG_2g}$, plus for $s<0$, and $V'=dV/ds=g\cdot t=\pm\sqrt{g^TG_2g}$.

A harmonic treatment in given coordinates lets those coordinates vary linearly in all directions orthogonal to the path, and that sweeps out a surface. In valence coordinates it is $g\cdot(r-r(s))=0$ with $\phi$ free. In Jacobi coordinates it is the same linear condition written in $R$ and $r_2$, with $\gamma$ free. In the Cartesian scheme it is the set of shapes reached by straight displacements free of translation, rotation and path motion, which is an Eckart slice, together with all translated and rotated copies. The three share the path point and the tangent plane there. On each, $V$ is stationary at the path point because the gradient is normal to the surface. For $V$ restricted to a surface the gradient term of the chain rule therefore vanishes, and the restricted Hessian does not depend on how that surface is parametrized.

The surfaces part at second order. A bent Cartesian point has $r=r(s)+\delta r$ with $\delta r=O(Q^2)$. It lies on the valence surface belonging to $s+\delta s$ if $g(s+\delta s)\cdot[\delta r-t\,\delta s+O(\delta s^2)]=0$. The change of $g$ contributes at order $Q^4$, so $g\cdot\delta r=V'\delta s$. Define the relative curvature $\kappa$ by $\delta s=\kappa Q^2/2$. Since $2g\cdot\delta r/Q^2=G(g_1r_1\alpha_1^2+g_2r_2\alpha_2^2)$,

$$\omega^2_{\rm cart}-\omega^2_{\rm val}=V'\kappa.$$

Writing $g=V'G_2^{-1}t$ shows that $\kappa$ depends on $t$, the geometry and the masses, and stays finite at the saddle: the surfaces can still differ there, and the frequencies agree because $V'=0$. The argument also runs backwards. For any number $\kappa$, the surface $r=r(s)+vu+t\kappa Q^2/2$, $\phi=\sqrt GQ$ has $\omega^2=GF+V'\kappa$. Where $V'\ne0$ any bend value of $\omega^2$ belongs to some smooth surface orthogonal to the path.

**Q.** That is geometry. I would expect the rate through two tangent surfaces to agree once the temperature is low enough.

**A.** It does not. For a surface $\sigma(q)=0$ the classical one-way flux is the canonical average of $\delta(\sigma)\dot\sigma\,\theta(\dot\sigma)$. The velocity $\dot\sigma=\nabla\sigma^TM^{-1}p$ is Gaussian with variance $kT\,\partial_q\sigma^TG_q\,\partial_q\sigma$, where now $q=(r_1,r_2,\phi)$, so its positive part averages to $\sqrt{kT/2\pi}$ times the $G_q$-norm of $\partial_q\sigma$. Placing A and C relative to B in spherical coordinates gives the volume element $r_1^2r_2^2\sin\phi\,dr_1dr_2d\phi$ times orientation factors. Parametrize the surface by a stretch $u$ and a bend $w\ge0$, and let $n=\partial_uq\times\partial_wq$. Then $\partial_q\sigma=\lambda n$ for some $\lambda$, and $d^3q=|n\cdot\partial_\sigma q|\,du\,dw\,d\sigma=du\,dw\,d\sigma/|\lambda|$ because $\partial_q\sigma\cdot\partial_\sigma q=1$. The factor $\lambda$ cancels, and up to constants common to all surfaces

$$\Phi=\int r_1^2r_2^2\sin\phi\,\sqrt{n^TG_qn}\;e^{-V/kT}\,du\,dw.$$

If $\omega_s^2$ and the bend value $\omega_b^2$ are positive, the path point is a local minimum of $V$ on the surface. Restrict the integral to a part of the surface around it on which no other point is as low; distant parts can be lower and are left out here. As $T\to0$ the neighbourhood of the path point then dominates. There $\sin\phi\to\sqrt Gw$, and $\partial_uq=(v_1,v_2,0)$, $\partial_wq=(0,0,\sqrt G)$ give $n=\sqrt G(v_2,-v_1,0)$. The form $v_2^2G_{11}-2v_1v_2G_{12}+v_1^2G_{22}$ equals $\det G_2\;v^TG_2^{-1}v=\det G_2$, so $n^TG_qn=G\det G_2$ on all three surfaces. With $\int e^{-\omega_s^2u^2/2kT}du=\sqrt{2\pi kT}/\omega_s$ and $\int_0^\infty we^{-\omega_b^2w^2/2kT}dw=kT/\omega_b^2$,

$$\Phi\to r_1^2r_2^2\,G\sqrt{\det G_2}\;\frac{\sqrt{2\pi kT}}{\omega_s}\,\frac{kT}{\omega_b^2}\,e^{-V_0/kT}.$$

The prefactor is the rotational one: $Gr_1^2r_2^2=r_2^2/m_A+(r_1+r_2)^2/m_B+r_1^2/m_C=m_{\rm tot}I/(m_Am_Bm_C)$, because $m_{\rm tot}I=\sum_{i<j}m_im_jr_{ij}^2$ with $m_{\rm tot}$ the total mass. The flux ratio of two surfaces tends to the inverse ratio of their $\omega_b^2$, independent of $T$. Cooling shrinks the sampled bend as $Q^2\sim kT/\omega_b^2$, but the energy offset $V'\kappa Q^2/2$ shrinks in step with $kT$.

**Q.** How large is this in numbers?

**A.** Take a LEPS model. For each pair distance $r$ let $e=\exp[-a(r-r_e)]$, $E_1=D(e^2-2e)$, $E_3=D\frac{1-S}{1+S}(e^2/2+e)$, $C=(E_1+E_3)/2$, $J=(E_1-E_3)/2$, and

$$V=D+\sum_iC_i-\Big[\tfrac12\sum_{i<j}(J_i-J_j)^2\Big]^{1/2},$$

zero for A + BC. The round parameters are $D=0.15\,E_h$, $a=1$ bohr$^{-1}$, $r_e=1.5$ bohr, $S=0.15$, with masses 2, 1 and 4 u. From $r_3^2=r_1^2+r_2^2+2r_1r_2\cos\phi$ for the AC distance, $\delta r_3=-r_1r_2\phi^2/(2r_3)$ and $F=-(\partial V/\partial r_3)\,r_1r_2/r_3$. The saddle has $r_1=r_2=1.8508$ bohr, $V=0.010416\,E_h$, and frequencies $1435i$, 1178 (stretch) and 680 cm$^{-1}$ (bend, all schemes).

At $s=-0.2$: $r_1=2.0869$, $r_2=1.6561$ bohr, $g_1=-0.007866$, $g_2=0.000337\,E_h$/bohr, $F=0.010870\,E_h$, $G=1.3788$, $\alpha_1=0.4596$, $\alpha_2=0.5404$, $c=0.8$, $R=3.4118$ bohr. The gradient terms, in $E_h$, are

$$g_1r_1\alpha_1^2=-0.007866\times2.0869\times0.4596^2=-0.003468,$$
$$g_2r_2\alpha_2^2=0.000337\times1.6561\times0.5404^2=0.000163,$$
$$g_1r_1cr_2/R=-0.007866\times2.0869\times0.8\times1.6561/3.4118=-0.006375.$$

Then

$$\omega^2_{\rm val}=1.3788\times0.010870=0.01499,$$
$$\omega^2_{\rm cart}=1.3788\,(0.010870-0.003468+0.000163)=0.01043,$$
$$\omega^2_{\rm Jac}=1.3788\,(0.010870-0.006375)=0.00620,$$

or 629, 525 and 405 cm$^{-1}$. The last two lie 17% and 36% below the valence value, while the stretch is 1507 cm$^{-1}$ in each scheme. With $I=18.8237$ u bohr$^2$ the discarded bend–rotation element is $-0.00212$.

The curvature was tested without the formula. A Cartesian bend of $Q=0.01$ was located among the valence surfaces by root finding on the integrated path, giving $\delta s=-2.2992\times10^{-5}$ and $\kappa=2\delta s/Q^2=-0.4598$. With $V'=0.009913$, $V'\kappa=-0.004558$, against $\omega^2_{\rm cart}-\omega^2_{\rm val}=-0.004557$. The negative sign says that, relative to the valence surface, the Cartesian surface curves toward the reactants, downhill, which makes its bend softer.

The flux was tested by quadrature of $\Phi$ with the full potential around the path point. Divided by the harmonic limit with each surface's own $\omega_b$, and extrapolated linearly from 2 and 4 K to $T=0$, it gives 1.0000, 1.0000 and 0.9999. At 2 K the Cartesian-to-valence flux ratio is 1.4374 against $0.014987/0.010430=1.4369$, and the Jacobi-to-valence ratio is 2.430 against 2.418.

**Q.** Further out the Cartesian bend turns imaginary. I would have read that as the valley splitting in two.

**A.** In this model $\omega^2_{\rm cart}$ changes sign at $s=-0.545$ and $0.887$, $\omega^2_{\rm Jac}$ at $-0.488$, and $\omega^2_{\rm val}$ keeps its sign over $|s|\le1.2$; the frequencies along the path are in the numerical output. A negative value says that the path point is not a minimum of $V$ on that surface. Since the sign can be changed by choosing $\kappa$, a negative value on an arbitrarily chosen surface does not by itself establish a feature of the potential. At $s=-0.6$, bending at fixed bond lengths costs energy (451 cm$^{-1}$), while turning BC about its centre of mass at fixed $R$ lengthens AB and lowers the energy ($112i$ cm$^{-1}$). Both statements are true of the same $V$.

The Cartesian value has a second meaning, which needs no dividing surface. Follow a slightly bent steepest-descent line, $\dot x=-M^{-1}\nabla V$, so that $\dot y=-M^{-1}H_{yy}y$ to first order. Write $y=\eta Q+z\theta$ plus a translation, with $Q=\eta^TMy$. Then $\dot Q=\dot\eta^TMy-\eta^TH_{yy}y$. Normalization gives $\dot\eta^TM\eta=0$, the translation drops out of both terms, and $\eta^TMz=0$ gives $\dot\eta^TMz=-\eta^TM\dot z=\eta\cdot\nabla_zV$, which equals $\eta^TH_{yy}z$ by the rotation identity. The $\theta$ terms cancel and $\dot Q=-\omega^2_{\rm cart}Q$. So $\omega^2_{\rm cart}$ is fixed by $V$ and the masses alone, and its zero is where neighbouring descent lines stop closing on the path in mass-weighted distance and begin to leave it. A line started slightly bent at $s=-0.2$ has 0.888 of its initial $Q$ at $s=-0.545$ and grows from there. In that sense your reading holds for the Cartesian sign change, and not for the Jacobi one. Whether the diverging lines end in two separate bent valleys is not settled by this.

The entrance limit can be worked out. When $dr_2/dr_1\to0$, the second component of $G_2g$ vanishes: $-g_1/m_B+g_2(m_B^{-1}+m_C^{-1})=0$, so $g_2=cg_1$. For $r_1\gg r_2$, $G\to(m_B^{-1}+m_C^{-1})/r_2^2$ and the leading term of $\alpha_1G$ is $1/(m_Br_1r_2)$, so $\alpha_1\to cr_2/r_1$ and $\alpha_2^2\to1-2cr_2/r_1$. The Cartesian term becomes $g_1[c^2r_2^2/r_1+cr_2(1-2cr_2/r_1)]=g_1cr_2(1-cr_2/r_1)$. The Jacobi term is $g_1cr_2/(1+cr_2/r_1)$, the same through first order in $r_2/r_1$. At $s=-1.0$ the values are $166.7i$ and $167.5i$ cm$^{-1}$, against 322.5 for valence. There $r_2/r_1=1.511/2.850=0.53$ is not small and $g_2/g_1=0.78$ has not reached $c=0.8$, so the expansion accounts for the approach but not for its closeness. The closeness comes from a crossing of the two curves between $s=-1.0$ and $-1.2$, where the values are $168.6i$ and $168.0i$ cm$^{-1}$.

**Q.** Does the variational step not remove the dependence? It picks the best surface.

**A.** It picks the best member of the family offered. From the limit above, the harmonic rate at $s$ is proportional to $e^{-\mathcal A/kT}$ with $\mathcal A(s)=V-kT\ln(Iq_sq_b^2)$ and $q=kT/\omega$ ($\hbar=1$, $\omega$ in $E_h$); the quantized version puts $q=1/[2\sinh(\omega/2kT)]$. Canonical variational theory (CVT) maximizes $\mathcal A$, and $k_{\rm CVT}/k_{\rm TST}=\exp\{-[\mathcal A(s^*)-\mathcal A(0)]/kT\}$. The search covered $|s|\le1.2$ where $\omega_b^2>0$, without tunnelling. As $\omega_b^2\to0^+$, $q_b$ diverges and the harmonic form fails.

Classically, at 300 and 1000 K, $s^*$ lies within 0.07 of the saddle. At 1000 K the ratios are 0.993 (valence), 0.997 (Cartesian) and 0.921 (Jacobi). The Jacobi surface, the softest at $s=-0.2$, gives the lowest rate, because its bend is the stiffest just on the product side: 702.5 cm$^{-1}$ at $s=0.1$, against 674.0 and 643.5.

With quantized modes at 300 K the results are $s^*=0.277$ and ratio 0.80 for valence, $0.014$ and 0.99 for Cartesian, $0.059$ and 0.87 for Jacobi. The zero-point energy $\omega_s/2+\omega_b$ indicates why the valence maximum lies far out. At the saddle it is $589.2+679.6=1268.8$ cm$^{-1}$. At $s=0.2$ half the stretch is 885.2, and the totals are 1532.9, 1410.5 and 1496.8, gains of 264, 142 and 228 cm$^{-1}$. The potential has dropped by $0.010416-0.00928=0.00114\,E_h$, about 250 cm$^{-1}$. The valence gain exceeds the drop and the other two do not. This comparison omits $I(s)$ and thermal excitation, so it gives the direction and not the ratios.

**Q.** Then the scheme with the lowest rate is the right one?

**A.** For the full classical flux there is such a criterion. Every reactive trajectory crosses any surface that separates reactants from products at least once in the forward direction, so the one-way flux is an upper bound to the classical equilibrium rate, and the smaller flux is the tighter bound. This needs the complete $\Phi$ and a surface that divides the whole configuration space, whereas the harmonic frequencies use the surface only through second order near the path. The harmonic expression at 300 or 1000 K approximates $\Phi$ with an error not evaluated here, and the quantized form has no such trajectory argument behind it. The ratios above are therefore not bounds, and they do not select a scheme.

**Q.** Does an electronic-structure Hessian show the same terms?

**A.** Take collinear Cl–H–H in its $^2\Sigma$ state at UHF/6-31G**, with masses 35.45, 1.008 and 1.008 u, at the chosen point $r_1=3.0$, $r_2=1.55$ bohr. This level omits electron correlation and spin–orbit coupling, and $\langle S^2\rangle=0.781$ instead of 0.75. The formulas need only the steepest-descent line through the point, which is not claimed to pass through the saddle. The analytic gradient gives $g_1=-0.026444$, $g_2=0.007428\,E_h$/bohr, and energy differences at fixed bond lengths give $F=0.013515\,E_h$. With $G=1.3659$, $\alpha_1=0.2392$, $\alpha_2=0.7608$, $c=0.5$, $R=3.775$ bohr, the three gradient terms are $-0.004539$, $0.006665$ and $-0.016287\,E_h$:

$$\omega^2_{\rm val}=1.3659\times0.013515=0.018460,$$
$$\omega^2_{\rm cart}=1.3659\,(0.013515-0.004539+0.006665)=0.021364,$$
$$\omega^2_{\rm Jac}=1.3659\,(0.013515-0.016287)=-0.003786,$$

or 698, 751 and $316i$ cm$^{-1}$. These numbers belong to this level, with spherical d functions, and are not converged properties of ClH$_2$. Six Cartesian d functions give 700, 752 and $311i$ cm$^{-1}$. Frozen-core UMP2 in the spherical basis gives 611, 722 and 257 cm$^{-1}$, so correlation makes the Jacobi bend real and raises the Cartesian excess over valence to 18%. As a test, the analytic Cartesian Hessian, which knows nothing of $F$ or the $\alpha_i$, was projected directly; its bend eigenvalue is 0.021364. Here the Cartesian frequency is about 8% above the valence one, because the positive term $g_2r_2\alpha_2^2$ outweighs the negative term $g_1r_1\alpha_1^2$. The sign of the difference follows $g_1r_1\alpha_1^2+g_2r_2\alpha_2^2$, and a frequency reported for such a point is defined once the coordinates of the projection are stated with it.

## Values computed for the example and the checks

```
LEPS: D=0.15 Eh, a=1.0 1/bohr, re=1.5 bohr, Sato=0.15, masses=[2. 1. 4.] u
saddle: r1=r2=1.8508 bohr, V=0.010416 Eh, F=0.012605 Eh, G=1.3866 1/(u bohr^2)
saddle: reaction 1435.4i, stretch 1178.4, bend 679.6 cm^-1
point s=-0.2 u^1/2 bohr: r1=2.0869, r2=1.6561 bohr, V=0.009142 Eh
g1=-0.007866, g2=0.000337 Eh/bohr, F=0.010870 Eh
G=1.3788 1/(u bohr^2), a1=0.4596, a2=0.5404, c=0.80, R=3.4118 bohr
g1 r1 a1^2=-0.003468, g2 r2 a2^2=0.000163, g1 r1 c r2/R=-0.006375 Eh
w2 val = 0.014987 Eh/(u bohr^2) -> 629.3 cm^-1
w2 cart = 0.010430 Eh/(u bohr^2) -> 525.0 cm^-1
w2 jac = 0.006197 Eh/(u bohr^2) -> 404.7 cm^-1
w2 stretch = 0.085896 Eh/(u bohr^2) -> 1506.6 cm^-1
I=18.8237 u bohr^2, discarded bend-rotation coupling=-0.002124 Eh/(u bohr^2)
dV/ds=0.009913 Eh/(u^1/2 bohr); Q=0.01: shift in s=-2.2992e-05 u^1/2 bohr
kappa=-0.4598 1/(u^1/2 bohr); V' kappa=-0.004558; w2cart-w2val=-0.004557 Eh/(u bohr^2)
flux/harmonic val: 0.9995 (2 K), 0.9991 (4 K), 1.0000 (T->0)
flux/harmonic cart: 0.9999 (2 K), 0.9997 (4 K), 1.0000 (T->0)
flux/harmonic jac: 1.0044 (2 K), 1.0089 (4 K), 0.9999 (T->0)
flux cart/val: 1.4374 (2 K), w2val/w2cart=1.4369
flux jac/val: 2.4300 (2 K), w2val/w2jac=2.4183
s[u^1/2 bohr] r1 r2[bohr] V[Eh] stretch val cart jac[cm^-1]
 -1.0 2.850 1.511 0.00384 2967.8 322.5 166.7i 167.5i
 -0.6 2.499 1.531 0.00592 2704.8 450.8 86.0i 112.4i
 -0.4 2.313 1.556 0.00736 2411.6 534.4 192.6 129.2
 -0.3 2.207 1.589 0.00819 2064.2 582.4 343.3 243.3
 -0.1 1.966 1.749 0.01004 1222.1 663.8 640.9 566.9
  0.1 1.743 1.959 0.01006 1322.9 674.0 643.5 702.5
  0.2 1.652 2.070 0.00928 1770.3 647.7 525.3 611.6
  0.4 1.569 2.267 0.00771 2578.9 565.7 291.8 389.3
  0.6 1.541 2.437 0.00635 2894.4 488.0 181.1 286.6
bend w2 val changes sign at s = [] u^1/2 bohr
bend w2 cart changes sign at s = [-0.545  0.887] u^1/2 bohr
bend w2 jac changes sign at s = [-0.488] u^1/2 bohr
CVT classical 300 K, s*[u^1/2 bohr], k/kTST: val 0.007 0.9984; cart 0.005 0.9991; jac 0.026 0.9676
CVT classical 1000 K, s*[u^1/2 bohr], k/kTST: val 0.030 0.9929; cart 0.013 0.9974; jac 0.067 0.9214
CVT quantum 300 K, s*[u^1/2 bohr], k/kTST: val 0.277 0.7991; cart 0.014 0.9920; jac 0.059 0.8724
CVT quantum 1000 K, s*[u^1/2 bohr], k/kTST: val 0.253 0.9109; cart 0.016 0.9960; jac 0.079 0.9005
ClHH UHF/6-31G**: r1=3.0, r2=1.55 bohr, masses=[35.45   1.008  1.008] u, E=-460.546566 Eh, <S^2>=0.7811
g1=-0.026444, g2=0.007428 Eh/bohr, F=0.013515 Eh, G=1.3659 1/(u bohr^2)
a1=0.2392, a2=0.7608, c=0.50, R=3.7750 bohr
g1 r1 a1^2=-0.004539, g2 r2 a2^2=0.006665, g1 r1 c r2/R=-0.016287 Eh
ClHH w2 val = 0.018460 Eh/(u bohr^2) -> 698.4 cm^-1
ClHH w2 cart = 0.021364 Eh/(u bohr^2) -> 751.4 cm^-1
ClHH w2 jac = -0.003786 Eh/(u bohr^2) -> 316.3i cm^-1
ClHH projected analytic Hessian: bend 0.021364, stretch 0.140527 Eh/(u bohr^2) -> 751.4, 1927.0 cm^-1
```
